# Why dilute spherical pores soften a solid in shear

Take a solid with shear modulus 4.00 GPa and Poisson ratio 0.25, and empty one tenth of its volume into small spherical pores that do not touch. To first order in the porosity its shear modulus drops to 3.217 GPa. The loss is 19.6 %, almost twice the fraction of material removed. The missing material accounts for 10 %; the rest must come from the way the remaining solid deforms around each hole.

Let the solid, called the matrix, be isotropic and linearly elastic, with shear modulus $G$ and Poisson ratio $\nu$, where $-1<\nu<1/2$. The pores are empty spheres of radius $a$ with traction-free walls, placed at random with volume fraction $\phi$. Strains are small, and $G$ and $\nu$ of the matrix are held fixed as $\phi$ changes. The claim is

$$
\frac{G_{\rm eff}}{G}=1-s\phi+o(\phi),\qquad s=\frac{15(1-\nu)}{7-5\nu}.
$$

The equations of elasticity contain no $\hbar$, electron mass or charge, so they read the same in atomic units as in any other consistent set.

At small porosity the pores are far apart, and the first task is a single cavity in an infinite matrix. Far away the displacement is $\mathbf u=E\mathbf x$, where $E$ is a symmetric strain with ${\rm tr}\,E=0$, which is a pure shear. The stress is $\sigma_{ij}=\lambda\delta_{ij}\nabla\!\cdot\mathbf u+G(\partial_iu_j+\partial_ju_i)$ with $\lambda=2G\nu/(1-2\nu)$. Setting its divergence to zero gives $G\nabla^2\mathbf u+(\lambda+G)\nabla(\nabla\!\cdot\mathbf u)=0$. Since $\lambda+G=G/(1-2\nu)$, this is

$$
(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\!\cdot\mathbf u)=0 .
$$

The displacement is linear in $E$, and the cavity has no preferred direction or handedness. The vectors that can be built from $\mathbf x$ and one factor of $E$ are then $E\mathbf x$ and $\mathbf x\,Q$, with $Q=\mathbf x\cdot E\mathbf x$, so

$$
\mathbf u=A(r)\,E\mathbf x+B(r)\,\mathbf x\,Q .
$$

Two decaying solutions of this form are needed, because the wall condition will have two components. Both follow from one identity: if $f_l$ is a harmonic polynomial of degree $l$, then $\nabla^2(r^mf_l)=m(m+2l+1)r^{m-2}f_l$. As $E$ is traceless, $Q$ is harmonic with $l=2$, and $m=-5$ makes $Q/r^5$ harmonic. Its gradient,

$$
\mathbf g=\nabla\frac{Q}{r^5}=\frac{2E\mathbf x}{r^5}-\frac{5\mathbf xQ}{r^7},
$$

has zero divergence and zero Laplacian, and so satisfies equilibrium. For the second solution try $\mathbf w=c_1E\mathbf x/r^3+c_2\mathbf xQ/r^5$. The components of $E\mathbf x$ are harmonic with $l=1$, so $m=-3$ gives the first term zero Laplacian. In the second term $Q/r^5$ is harmonic, and the product rule leaves $\nabla^2(\mathbf xQ/r^5)=2\mathbf g$. For the divergence, the general form gives

$$
\nabla\!\cdot\mathbf u=DQ,\qquad D=\frac{A'}{r}+5B+rB',
$$

where $5B$ arises because $\nabla\!\cdot(\mathbf xQ)=3Q+2Q$. With $A=c_1r^{-3}$ and $B=c_2r^{-5}$ the two $c_2$ terms cancel and $\nabla\!\cdot\mathbf w=-3c_1Q/r^5$. Equilibrium becomes $[2(1-2\nu)c_2-3c_1]\mathbf g=0$, solved by $c_1=2(1-2\nu)$, $c_2=3$. The full displacement is therefore

$$
\mathbf u=E\mathbf x+\alpha a^3\!\left[\frac{2(1-2\nu)E\mathbf x}{r^3}+\frac{3\mathbf xQ}{r^5}\right]
+\beta a^5\!\left[\frac{2E\mathbf x}{r^5}-\frac{5\mathbf xQ}{r^7}\right].
$$

The constants $\alpha$ and $\beta$ follow from the free wall. On a sphere with normal $\mathbf n=\mathbf x/r$ the traction $t_i=\sigma_{ij}n_j$ contains $n_j\partial_ju_i=\partial_ru_i$ and $n_j\partial_iu_j=[\partial_i(\mathbf x\cdot\mathbf u)-u_i]/r$. Hence

$$
\mathbf t=\lambda\mathbf n\,\nabla\!\cdot\mathbf u+G\left[\partial_r\mathbf u+\frac{\nabla(\mathbf x\cdot\mathbf u)-\mathbf u}{r}\right].
$$

Here $\mathbf x\cdot\mathbf u=(A+r^2B)Q$, whose gradient is $2(A+r^2B)E\mathbf x+(A'/r+2B+rB')\mathbf xQ$. Also $r\partial_r\mathbf u=(rA'+A)E\mathbf x+(rB'+3B)\mathbf xQ$. Collecting terms,

$$
\frac{r\mathbf t}{G}=\left[rA'+2A+2r^2B\right]E\mathbf x
+\left[\frac{\lambda}{G}D+\frac{A'}{r}+4B+2rB'\right]\mathbf xQ .
$$

Both brackets must vanish at the wall, since $E\mathbf x$ and $\mathbf xQ$ vary differently over the sphere. Measure length in units of $a$ for the moment. At $r=1$,

$$
\begin{aligned}
A&=1+2(1-2\nu)\alpha+2\beta, & A'&=-6(1-2\nu)\alpha-10\beta,\\
B&=3\alpha-5\beta, & B'&=-15\alpha+35\beta .
\end{aligned}
$$

The first bracket is

$$
2+\alpha\left[-6(1-2\nu)+4(1-2\nu)+6\right]+\beta(-10+4-10)
=2+4(1+\nu)\alpha-16\beta=0 .
$$

In the second, only $\mathbf w$ has a divergence, so $D=-6(1-2\nu)\alpha$ and $\lambda D/G=-12\nu\alpha$. The bracket becomes

$$
\alpha\left[-12\nu-6(1-2\nu)+12-30\right]+\beta(-10-20+70)=-24\alpha+40\beta=0 .
$$

Thus $\beta=3\alpha/5$. Substitution in the first condition gives $2+\alpha(4+4\nu-48/5)=0$, or $\alpha(28-20\nu)=10$, so

$$
\alpha=\frac{5}{2(7-5\nu)},\qquad \beta=\frac{3}{2(7-5\nu)} .
$$

For $\nu=0.25$ these are 0.4348 and 0.2609. The solution is unique up to a rigid motion: the difference of two solutions would have no load on the wall or at infinity, hence no elastic energy.

The displacement of the wall is simple. The relation $\beta=3\alpha/5$ makes $B(a)=0$, and

$$
A(a)=1+\frac{5(1-2\nu)+3}{7-5\nu}=\frac{15(1-\nu)}{7-5\nu}=s .
$$

The wall moves as $\mathbf u=sE\mathbf x$. To first order in strain the sphere becomes an ellipsoid, as if the hole were a piece of material strained uniformly by $sE$. In the example the pore strains 1.9565 times as much as the distant solid.

This wall motion is all that the modulus requires. By the divergence theorem, the integral of the strain over a region equals $\tfrac12\oint(u_in_j+u_jn_i)\,dS$ over its boundary. The same surface integral over a pore wall, with the normal pointing out of the pore, defines the mean strain of the pore, here $sE$. Let $\bar E$ be the mean strain of the whole sample, pores included. The integral of the strain over the matrix, divided by the total volume, is then $\bar E-\phi sE$. The pores carry no stress, so the mean stress is

$$
\bar\sigma=2G(\bar E-\phi sE).
$$

The term with $\lambda$ is absent because both strains are traceless. A pore sees the sample's mean strain apart from a correction that vanishes with $\phi$, so $E=\bar E$ may be used in a term already proportional to $\phi$. Comparison with $\bar\sigma=2G_{\rm eff}\bar E$ gives $G_{\rm eff}=G(1-s\phi)$. If the mean stress is prescribed instead, the remote strain is $E=\bar\sigma/2G$, and the same equation gives $\bar E=(1+s\phi)E$ and $G_{\rm eff}/G=1/(1+s\phi)$. The two expressions differ first at order $\phi^2$, where neither is justified, and share the slope $-s$.

For the example, $s\phi=1.9565\times0.10=0.1957$, and

$$
G_{\rm eff}=4.00\,(1-0.1957)\ \text{GPa}=3.217\ \text{GPa}=0.0201\ \text{eV/Å}^3 .
$$

The excess over simple removal of material can be read from

$$
s=1+\frac{8-10\nu}{7-5\nu}.
$$

If the matrix kept a uniform strain, its stored energy would fall in proportion to its volume and the slope would be $-1$. A uniform strain leaves tractions on the pore walls, however. Letting the walls relax lowers the energy further, and the second term measures this relaxation. It is positive throughout the allowed range of $\nu$. In the example it contributes 0.0957 of the total loss 0.1957.

The dependence on Poisson's ratio is mild, since $ds/d\nu=-30/(7-5\nu)^2$. The slope factor falls from $15/7\approx2.143$ at $\nu=0$, through 2 at $\nu=1/5$, to $5/3$ as the matrix becomes incompressible. For ordinary solids with $0\le\nu<1/2$, a dilute porosity of one per cent therefore costs between about 1.7 and 2.1 per cent of the shear modulus.

An independent calculation tests the slope without the radial functions found above. Place one pore at the centre of a ball of outer radius $b=a\phi^{-1/3}$, let $A(r)$ and $r^2B(r)$ be polynomials in $\ln r$, and minimize the elastic energy. The ball is loaded either by the displacement $E\mathbf x$ or by the traction $2GE\mathbf n$ on its outer surface. Extrapolating from porosities $10^{-4}$ and $2\times10^{-4}$ to zero gives 1.95652 for both loads at $\nu=0.25$, the value of the formula. Agreement to the five printed decimals also holds at $\nu=0$, 0.20 and 0.40, as the numerical output shows.

At finite porosity the two loads on this single-pore ball give different moduli. For the ball with $\phi=0.10$, the ratio $G_{\rm eff}/G$ is 0.790 under prescribed traction and 0.833 under prescribed displacement. These values belong to a single pore in a ball and do not give the size of the correction for a random arrangement.

A simple estimate of pore interaction is a mean-field one. Suppose each pore responds as if it were alone in a matrix strained by the mean matrix strain $E_m$. Then $\bar E=(1-\phi)E_m+\phi sE_m$, while $\bar\sigma=2G(1-\phi)E_m$, and so

$$
\frac{G_{\rm eff}}{G}\approx\frac{1-\phi}{1-\phi+s\phi}=1-s\phi+s(s-1)\phi^2+\cdots .
$$

The slope is unchanged. Since $s>1$, the curvature is upward: in this approximation the linear law overstates the softening. At $\phi=0.10$ the mean-field modulus is 3.286 GPa, and the linear value lies 2.1 % below it. Relative to the same estimate, the linear law is 0.5 % low at $\phi=0.05$, 9.4 % low at 0.20 and 24 % low at 0.30. For empty pores the mean-field formula coincides with the Hashin–Shtrikman upper bound for a statistically isotropic porous solid. The true modulus can therefore lie below it, and these figures indicate where the linear law loses its use but are not exact errors.

The spherical shape can be relaxed too. Fill an ellipsoidal void with matrix material that has a uniform stress-free strain $\varepsilon^*$, so that its stress is $C:(\varepsilon-\varepsilon^*)$, where $C$ is the stiffness tensor. If the interior strain $\varepsilon$ is uniform, choosing $\varepsilon^*=\varepsilon$ makes the filling stress-free, and it acts as a void. To see that the strain is uniform, integrate over unit vectors $\boldsymbol\omega$:

$$
\int\delta(\boldsymbol\omega\cdot\mathbf x)\,d\Omega=\frac{2\pi}{r}
\quad\Longrightarrow\quad
\delta^3(\mathbf x)=-\frac1{8\pi^2}\int\delta''(\boldsymbol\omega\cdot\mathbf x)\,d\Omega ,
$$

where the second relation follows by applying $\nabla^2$. Summing over the points of the ellipsoid replaces $\delta''$ by the second derivative of the area cut from it by the plane $\boldsymbol\omega\cdot\mathbf x=p$. With semi-axes $a_i$ and $h^2=\sum_ia_i^2\omega_i^2$, this area is $\pi a_1a_2a_3(1-p^2/h^2)/h$. Its second derivative, $-2\pi a_1a_2a_3/h^3$, does not depend on $p$ inside the body.

For each direction equilibrium is a one-dimensional problem. A source $C:\varepsilon^*f(p)$ produces a displacement that obeys $N\mathbf u''=(C:\varepsilon^*)\boldsymbol\omega f'$, with $N_{ik}=G[\delta_{ik}+\omega_i\omega_k/(1-2\nu)]$. Integrating once gives a strain proportional to $f(p)$, the symmetric part of $\mathbf u'\boldsymbol\omega$. The interior strain is thus uniform:

$$
\varepsilon=E+S:\varepsilon^*,\qquad
S:\varepsilon^*=\frac{a_1a_2a_3}{4\pi}\int\frac{d\Omega}{h^3}\,
{\rm sym}\!\left[N^{-1}(C:\varepsilon^*)\boldsymbol\omega\,\boldsymbol\omega\right].
$$

Setting $\varepsilon^*=\varepsilon$ gives the void strain $(I-S)^{-1}:E$. For random orientations, its average over the five independent shears replaces $s$. Evaluated numerically for a sphere, this third route again gives 1.95652 at $\nu=0.25$. For oblate pores with axis ratio 1:2 it gives 2.090, which lowers the dilute modulus from 3.217 to 3.164 GPa at the same porosity. Moderate flattening therefore matters little here.

The pore wall can matter more. Suppose it carries an extra elastic energy $\mu_s\,e_s\!:\!e_s$ per unit area, where $e_s$ is the strain within the surface; the constant $\mu_s$ is negative if the wall is softer than the bulk. Because the displacement minimizes the energy, a small $\mu_s$ changes the energy at first order only through this explicit term, evaluated with the old wall strain $sE$. Projecting $E$ onto the surface and averaging over directions gives

$$
\langle e_s\!:\!e_s\rangle=s^2\left(1-\frac23+\frac2{15}\right)E\!:\!E=\frac{7}{15}s^2\,E\!:\!E ,
$$

from $\langle|E\mathbf n|^2\rangle=E\!:\!E/3$ and $\langle(\mathbf n\cdot E\mathbf n)^2\rangle=2E\!:\!E/15$. The wall area per unit volume is $3\phi/a$, and a sheared sample stores $G_{\rm eff}E\!:\!E$ per unit volume. The slope factor therefore changes by

$$
\delta s\approx-\frac75\,s^2\,\frac{\mu_s}{Ga}.
$$

With an assumed magnitude of 0.50 N/m and $a=1.0$ nm, $|\mu_s|/(Ga)=0.125$ and $|\delta s|\approx1.4\times3.83\times0.125=0.67$. Minimizing the energy over displacements of the form $A\,E\mathbf x+B\,\mathbf xQ$ gives $s=1.42$ for the stiffer wall and 2.86 for the softer one, changes of $-0.54$ and $+0.91$. For the softer wall the restriction to this form is needed: the negative surface energy of a ripple grows as the inverse square of its wavelength and the bulk cost only as the inverse, so sufficiently short ripples would lower the energy without limit. For the values assumed here this begins at a wavelength of about 1 nm, comparable with the pore radius. The softer-wall figure is therefore only an illustration of the trend: a stable wall would need extra stiffness at short wavelengths, which this simple model leaves out. The asymmetry has a definite cause. For each trial displacement the energy is linear in $\mu_s$, and the minimum of a set of linear functions is concave, so stiffening helps less than the first-order estimate and softening harms more. The dilute moduli are 3.432 and 2.855 GPa. The ratio $\mu_s/(Ga)$ also shows that, at fixed $\mu_s$ and $G$, the effect fades as the pores grow.

The example is modelled on a lightly porous organosilicate film of the kind used as a low-permittivity insulator between metal lines. A matrix modulus of a few GPa and pores of about a nanometre are rough, typical values. A porosity of 0.10 is at the low end, since strongly porous films reach several tenths, where pores can also join. Distant pores are an idealization even at $\phi=0.10$, where most randomly placed pores that do not overlap have a neighbour less than one radius away, wall to wall. At $\phi=0.30$ the linear law gives $G_{\rm eff}/G=0.413$ and the mean-field estimate 0.544. Neither accounts for the joining of pores, and the true modulus can lie below the mean-field value. At $\phi=0.10$ the largest shift found here comes from the wall, about $+0.2$ or $-0.4$ GPa for the assumed stiffness, which is not a measured property of such a film. The effect of the free surface is not calculated here, but few pores are close to it: in a film 200 nm thick, 2 % of them lie within four radii. If their softening were doubled, the modulus would fall by only 0.016 GPa. Two further limits are not sized here. A pore of 1 nm radius is only about a dozen bond lengths across, which strains the continuum description, and the process that creates the pores may alter the matrix itself. Temperature enters through $G$ and $\nu$, which should be taken at the temperature of use. The slope $-s$ applies to the shear modulus. Indentation usually gives a combination of Young's modulus and Poisson's ratio, whose slope is in general different and is not derived here. Any comparison also requires a small porosity and a known modulus for the film's own solid matrix.

## Computed results

```
Slope s: formula, displacement load, stress load, plane waves
  nu=0.00: 2.14286 2.14286 2.14286 2.14286
  nu=0.20: 2.00000 2.00000 2.00000 2.00000
  nu=0.25: 1.95652 1.95652 1.95652 1.95652
  nu=0.40: 1.80000 1.80000 1.80000 1.80000
Formula limit at nu=1/2: s = 1.66667
Matrix shear modulus = 4.00 GPa; nu = 0.25
Porosity = 0.10; pore radius = 1.0 nm
Film thickness = 200 nm
alpha = 0.43478; beta = 0.26087 (no unit)
Pore strain / remote strain, formula = 1.9565
Wall p, q from minimization = 1.9561, -0.0000
Fractional loss s*phi = 0.1957
Dilute shear modulus = 3.217 GPa
Dilute shear modulus = 0.02008 eV/angstrom^3
Interaction: porosity, linear G/G0, mean-field G/G0, error %
  0.02 0.9609 0.9616 -0.08
  0.05 0.9022 0.9066 -0.49
  0.10 0.8043 0.8214 -2.08
  0.20 0.6087 0.6715 -9.36
  0.30 0.4130 0.5439 -24.06
Hollow sphere G/G0, stress load = 0.7899
Hollow sphere G/G0, displacement load = 0.8328
Mean-field shear modulus = 3.286 GPa
Slope for random 1:2 oblate pores = 2.0902
Dilute G, oblate pores = 3.164 GPa
Assumed skin stiffness magnitude = 0.50 N/m
Skin stiffness/(G*a) = 0.1250
Skin +0.50 N/m: slope = 1.4189, dilute G = 3.432 GPa
Skin -0.50 N/m: slope = 2.8636, dilute G = 2.855 GPa
Pores within 4 radii of free surface = 2.0 %
G change if their softening doubles = -0.0157 GPa
```
